# Dirac Square Well: Appearance and Dive of the Kappa = -1 Levels

## Problem

An electron moves in the spherical well

\[
V(r)=-V_0\quad (r<R),\qquad V(r)=0\quad (r>R),\qquad V_0>0 .
\]

The potential enters the Dirac equation as the time component of a vector potential, so it adds to the energy and leaves the mass term alone. Atomic units are used in the algebra: \(\hbar=m=e=1\), and \(c\) is the speed of light. The energy \(E\) includes the rest energy, so the gap edges are \(E=+c^2\) and \(E=-c^2\).

1. Derive the equation that fixes the bound levels with \(\kappa=-1\) and \(-c^2<E<c^2\).
2. Find the depths at which each level appears at \(E=+c^2\).
3. Find the depths at which each level reaches \(E=-c^2\), where it is said to dive.
4. Evaluate these depths for \(R=0.01\) angstrom.

## Hints

**Hint 1.** For \(\kappa=-1\) the upper two components have \(l=0\). Write them as a radial function times a constant two-spinor \(\chi\), and the lower two with an extra factor \(\boldsymbol\sigma\cdot\hat{\mathbf r}\).

**Hint 2.** In a region of constant potential, eliminate the lower radial function. The equation left for the upper one is very simple.

**Hint 3.** The Dirac equation is of first order. Ask which functions stay continuous at a finite jump of \(V\), and match their ratio.

**Hint 4.** Look at the sign of each side of the matching equation before solving it. This tells you where \(pR\) can lie, \(p\) being the inner wave number.

**Hint 5.** At \(E=-c^2\) one denominator vanishes. Take the limit, then check the result against the radial equations at that energy.

## Solution

### Radial equations

Let the upper spinor be \(g\chi\) and the lower one \(-if(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\), with \(g=G/r\) and \(f=F/r\). The stationary Dirac equation couples them through

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_{\rm up}=(E-V+c^2)\psi_{\rm low},\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_{\rm low}=(E-V-c^2)\psi_{\rm up}.
\]

With \(\mathbf p=-i\nabla\), the gradient of a radial function gives

\[
\boldsymbol\sigma\cdot\mathbf p\,(g\chi)=-ig'(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi .
\]

For the lower spinor use \((\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf A)=\nabla\cdot\mathbf A+i\boldsymbol\sigma\cdot(\nabla\times\mathbf A)\) with \(\mathbf A=f\hat{\mathbf r}\). The curl vanishes and the divergence is \(f'+2f/r\), so

\[
\boldsymbol\sigma\cdot\mathbf p\,\bigl[-if(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\bigr]
=(-i)(-i)\Bigl(f'+\frac{2f}{r}\Bigr)\chi=-\Bigl(f'+\frac{2f}{r}\Bigr)\chi .
\]

The two equations become \(cg'=(E-V+c^2)f\) and \(-c(f'+2f/r)=(E-V-c^2)g\). Since \(g'=G'/r-G/r^2\) and \(f'+2f/r=F'/r+F/r^2\), multiplication by \(r/c\) gives

\[
G'=\frac Gr+\frac{E-V+c^2}{c}F,\qquad
F'=-\frac Fr-\frac{E-V-c^2}{c}G. \tag{1}
\]

The normalization integral is proportional to \(\int_0^\infty(G^2+F^2)\,dr\).

### Solutions in the two regions

Inside, put \(W=E+V_0\). The first of equations (1) gives

\[
F=\frac{c}{W+c^2}\Bigl(G'-\frac Gr\Bigr).
\]

The second needs the combination \(F'+F/r\), in which

\[
\Bigl(G'-\frac Gr\Bigr)'+\frac1r\Bigl(G'-\frac Gr\Bigr)
=G''-\frac{G'}r+\frac G{r^2}+\frac{G'}r-\frac G{r^2}=G'' .
\]

Therefore

\[
G''=-p^2G,\qquad p^2=\frac{W^2-c^4}{c^2}.
\]

A term \(\cos pr\) in \(G\) would make \(F\) grow as \(1/r\) at the origin, and \(\int F^2dr\) would diverge there. This leaves

\[
G=\sin pr,\qquad F=\frac{c}{W+c^2}\Bigl(p\cos pr-\frac{\sin pr}{r}\Bigr)\qquad(r<R).
\]

Outside, the same elimination with \(W\) replaced by \(E\) gives \(G''=q^2G\), where \(q=\sqrt{c^4-E^2}/c\). The decaying solution is

\[
G=Be^{-qr},\qquad F=-\frac{c}{E+c^2}\Bigl(q+\frac1r\Bigr)G\qquad(r>R).
\]

### Matching

By (1), a finite jump of \(V\) makes \(G'\) and \(F'\) jump, while \(G\) and \(F\) stay continuous. Moreover \(G(R)\neq0\) inside the gap: otherwise \(B=0\), then \(F(R)=0\) too, and the whole solution vanishes. The ratio \(F/G\) can therefore be matched:

\[
\frac{c}{W+c^2}\Bigl(p\cot pR-\frac1R\Bigr)=-\frac{c}{E+c^2}\Bigl(q+\frac1R\Bigr).
\]

Multiplying by \(R(W+c^2)/c\) and restoring \(W=E+V_0\),

\[
\boxed{\,pR\cot pR=1-(1+qR)\,\frac{E+V_0+c^2}{E+c^2}\,} \tag{2}
\]

This answers the first question.

### Where the roots lie

Let \(x=pR\). For \(V_0>0\) the fraction in (2) exceeds 1, so the right side is negative. If \(p=i\eta\) were imaginary, the left side would be \(\eta R\coth\eta R>1\), and for \(p\to0\) it is 1. Hence \(p\) is real and \(x\cot x<0\), which means

\[
(n-\tfrac12)\pi<x<n\pi,\qquad n=1,2,\dots \tag{3}
\]

The integer \(n\) labels the levels. Two facts are needed to follow one level from edge to edge.

**Each energy has one depth per interval.** Fix \(E\), vary \(V_0\), and let a dot denote \(\partial/\partial V_0\). Differentiating (1) inside the well gives

\[
\dot G'=\frac{\dot G}r+\frac{W+c^2}c\dot F+\frac Fc,\qquad
\dot F'=-\frac{\dot F}r-\frac{W-c^2}c\dot G-\frac Gc .
\]

In \((G\dot F-F\dot G)'=G'\dot F+G\dot F'-F'\dot G-F\dot G'\) all terms cancel in pairs except the last term of each equation, which leaves \(-(G^2+F^2)/c\). Both functions vanish at the origin, so

\[
\frac{\partial}{\partial V_0}\frac{F(R)}{G(R)}
=\frac{G\dot F-F\dot G}{G^2}\bigg|_R
=-\frac{1}{c\,G(R)^2}\int_0^R(G^2+F^2)\,dr<0 .
\]

The outer ratio does not depend on \(V_0\). At \(x=(n-\tfrac12)\pi\) the inner ratio is \(-c/[R(W+c^2)]\), which lies above the outer ratio \(-c(1+qR)/[R(E+c^2)]\) because \(W>E\). As \(x\to n\pi\) from below, the inner ratio falls to \(-\infty\). It crosses the outer value once.

**Levels descend as the well deepens.** For a normalized bound state, \(E=\langle\psi|H|\psi\rangle\). When \(V_0\) changes, the variation of \(\psi\) contributes \(E\,d\langle\psi|\psi\rangle/dV_0=0\), and \(\partial H/\partial V_0\) is \(-1\) inside the well and 0 outside. Thus

\[
\frac{dE}{dV_0}=-P_{\rm in}, \tag{4}
\]

where \(P_{\rm in}\) is the probability of finding the electron at \(r<R\). Level \(n\) is therefore bound between two edge depths and at no other depth.

### Appearance at \(E=+c^2\)

Here \(q=0\), and the right side of (2) is \(1-(V_0+2c^2)/(2c^2)\). Hence

\[
\boxed{\,x\cot x=-\frac{V_0}{2c^2},\qquad x^2=\frac{R^2}{c^2}\,V_0(V_0+2c^2)\,} \tag{5}
\]

with \(x\) in the interval (3). The argument for a single depth holds at this energy too, so there is one root for each \(n\). At the edge itself the outer \(G\) is constant and cannot be normalized. The bound state exists for depths above the root.

### Dive at \(E=-c^2\)

As \(E\to-c^2\), the denominator in (2) tends to zero. The numerator does not: \(p\) is real, so \(W>c^2\) and \(W+c^2>2c^2\). The right side tends to \(-\infty\), and within (3) this forces \(x\to n\pi\). From the definition of \(p\),

\[
W=\sqrt{c^4+\frac{n^2\pi^2c^2}{R^2}} ,
\]

and \(V_0=W-E=W+c^2\) gives

\[
\boxed{\,V_0=c^2+\sqrt{c^4+\frac{n^2\pi^2c^2}{R^2}}\,} \tag{6}
\]

Equations (1) at \(E=-c^2\) confirm this. Outside, \(G'=G/r\), so \(G\propto r\), which is not normalizable unless \(G=0\). Continuity then requires \(\sin pR=0\). With \(G=0\) the other equation is \(F'=-F/r\), so \(F\propto1/r\), and \(\int_R^\infty F^2dr\) converges. Unlike the upper edge, the lower edge carries a normalizable state.

The dive depth exceeds \(2c^2\) for every radius and approaches \(2c^2\) for a very wide well. Beyond it, level \(n\) is no longer a bound state in the gap: (2) has no root for it with \(-c^2<E<c^2\).

### Numbers for \(R=0.01\) angstrom

The radius enters through the ratio \(a=1/(cR)\). The reduced Compton length \(1/c\) is 0.0038616 angstrom, so \(a=0.38616\). The rest energy is \(c^2=510\,999\) eV. In these terms \(W=c^2\sqrt{1+a^2x^2}\).

For the first appearance, (5) was solved numerically by Brent's bracketing method in the interval (3), giving \(x=1.62634\). Then \(ax=0.62803\) and

\[
V_0=c^2\bigl(\sqrt{1+0.62803^2}-1\bigr)=0.18085\,c^2\approx 92\,420\ \text{eV}.
\]

For the first dive, \(a\pi=1.21316\) and

\[
V_0=c^2\bigl(1+\sqrt{1+1.21316^2}\bigr)=2.57218\,c^2\approx1\,314\,380\ \text{eV}.
\]

In atomic units these depths are 3396 and 48 303 hartree. The first three levels have these edge depths:

| \(n\) | appears at \(V_0\) (eV) | dives at \(V_0\) (eV) |
|---|---|---|
| 1 | 92 420 | 1 314 380 |
| 2 | 569 980 | 1 852 020 |
| 3 | 1 147 040 | 2 439 690 |

The second and third levels appear before the first one dives. At \(V_0=1\,250\,000\) eV all three are bound; at 1 400 000 eV the first has gone and two remain. The fourth plays no part yet, since \(x>7\pi/2\) requires \(V_0>3.3\,c^2\).

Between the edges, (2) was solved for \(E\) at given depth, again by bracketing. The first level lies at:

| \(V_0\) (eV) | \(E\) (eV) |
|---|---|
| 200 000 | 466 530 |
| 300 000 | 394 590 |
| 700 000 | 47 960 |
| 1 100 000 | -319 670 |

At 700 000 eV the root has \(x=2.7679\) and \(qR=2.5782\). The left side of (2) is \(x\cot x=-7.059\). On the right, \(E+V_0+c^2=1\,258\,955\) eV and \(E+c^2=558\,955\) eV have the ratio 2.2523, and \(1-3.5782\times2.2523=-7.059\).

These are levels of a one-electron model with a sharp wall. Vacuum polarization and the interaction between electrons are left out.

## Variation 1: a wide well

*How does the first appearance depth approach its nonrelativistic value when \(R\) is much larger than the Compton length?*

Now \(a\ll1\). Put \(v=V_0/c^2\). The second relation in (5) reads \(v(v+2)=a^2x^2\), so

\[
v=\sqrt{1+a^2x^2}-1=\frac{a^2x^2}{2}-\frac{a^4x^4}{8}+\dots
\]

To lowest order the right side of \(x\cot x=-v/2\) vanishes and \(x=\pi/2\). Write \(x=\pi/2+\delta\), for which \(\cot x\approx-\delta\). Then \(x\delta\approx v/2\approx a^2x^2/4\), so \(\delta\approx a^2x/4\approx\pi a^2/8\), and

\[
x^2\approx\frac{\pi^2}4+\pi\delta=\frac{\pi^2}{4}\Bigl(1+\frac{a^2}{2}\Bigr).
\]

Inserting this in \(v\), and using \(c^2a^2=1/R^2\),

\[
V_0=\frac{\pi^2}{8R^2}\Bigl[1+a^2\Bigl(\frac12-\frac{\pi^2}{16}\Bigr)+O(a^4)\Bigr].
\]

The bracketed coefficient is \(-0.11685\), so to this order relativity lets the level appear in a slightly shallower well. For \(R=0.01\) angstrom the nonrelativistic value is 94 010 eV, which is 1.7 % above the solution of (5). The corrected value, 92 370 eV, is about 0.05 % below it, although \(a\) is not very small.

## Variation 2: the speed of arrival at the lower edge

*With what slope \(dE/dV_0\) does a level reach \(E=-c^2\)?*

By (4), the answer is minus the value of \(P_{\rm in}\) at the dive. There \(pR=n\pi\), so \(\int_0^RG^2dr=R/2\). For the inner \(F\),

\[
\Bigl(p\cos pr-\frac{\sin pr}r\Bigr)^2=p^2\cos^2pr-\frac{d}{dr}\frac{\sin^2pr}{r} .
\]

The derivative integrates to zero because \(\sin^2(pr)/r\) vanishes at both ends. With

\[
s=\frac{c^2p^2}{(W+c^2)^2}=\frac{W-c^2}{W+c^2},
\]

the inner integral of \(F^2\) is \(sR/2\). Outside, \(G=0\), \(F=F(R)R/r\) and \(F(R)^2=s\), so the integral is \(sR\). Therefore

\[
P_{\rm in}=\frac{(1+s)/2}{(1+s)/2+s}=\frac{W}{2W-c^2},
\]

where \((1+s)/2=W/(W+c^2)\) was used. For the first level of the example, \(W=1.57218\,c^2\) and

\[
P_{\rm in}=\frac{1.57218}{2.14436}=0.733,\qquad \frac{dE}{dV_0}\to-0.733 .
\]

The level meets the lower edge at a finite slope, with 27 % of the probability in the outer tail. At the upper edge the slope starts from zero: as \(q\to0\) the outer integral of \(G^2\), equal to \(G(R)^2/(2q)\), diverges while the inner integrals stay finite, so \(P_{\rm in}\to0\).

All numerical values are calculated from the stated model.
